Effective sample fraction after reweighting a learned-potential trajectory

**Problem**

A learned potential U_L drives a molecular-dynamics trajectory of polar orthorhombic hafnia at T = 300 K. The periodic supercell has 96 atoms, 2×2×2 cells of 12 atoms each, and its volume is fixed. For every stored frame the total energy is also computed with the reference potential U_R, for instance a density-functional calculation. The difference

D = U_L − U_R

is Gaussian over the trajectory, with standard deviation σ = 50 meV for the whole cell. The trajectory has N = 20000 frames, at first taken as statistically independent. The nuclei are classical.

(a) With what weight must each frame enter an average if the average is to refer to U_R?

(b) What fraction of the frames is effectively left after reweighting, and to how many independent reference frames is the trajectory equivalent?

(c) Which frames carry the result, and can the fraction be read off reliably from the weights of the trajectory itself?

(d) How does the answer respond to cell size, temperature and a departure from the Gaussian shape?

**Hints**

1. Write the Boltzmann factor of U_R as that of U_L times a correction. The unknown partition functions disappear if the same correction is averaged in a denominator.

2. "Effective" needs a definition. Find the variance of the reweighted mean of an observable that is independent of D, and ask how many unweighted frames would give the same variance.

3. You need the averages of exp(D/kT) and exp(2D/kT). Complete the square in the exponent, and watch what happens to the mean of D.

4. For (c), look at where the integrands of those two averages have their centres.

**Solution**

*(a) The weight*

At fixed volume the momentum parts of the two canonical distributions are identical and cancel, so that positions alone matter. The reference average of an observable A is

⟨A⟩_R = ∫ A exp(−U_R/kT) dx / ∫ exp(−U_R/kT) dx.

Since U_R = U_L − D,

exp(−U_R/kT) = exp(−U_L/kT) exp(D/kT).

Insert this in both integrals and divide each by ∫ exp(−U_L/kT) dx. Both become averages over the learned ensemble, written ⟨…⟩ without a subscript:

⟨A⟩_R = ⟨wA⟩ / ⟨w⟩,  w = exp(D/kT).

The sign has a direct reading. Of two configurations, the one with the larger D is made too expensive by the learned potential relative to the other and is visited too rarely in comparison, so its frames must count for more. A constant added to D multiplies every w by the same factor and cancels.

*(b) The effective fraction*

From N frames one forms the estimate

Â = Σ w_i A_i / Σ w_i.

Let a = ⟨A⟩_R. Subtracting a from both sides gives

Â − a = Σ w_i (A_i − a) / Σ w_i.

Each term of the numerator has zero mean, because ⟨wA⟩ = a⟨w⟩. To leading order in 1/N the denominator may be replaced by its mean N⟨w⟩. For independent frames the variances of the N terms add, so

Var(Â) = N ⟨w²(A − a)²⟩ / (N⟨w⟩)² = ⟨w²(A − a)²⟩ / (N⟨w⟩²).

If A is independent of D, then a is also the plain mean of A, and the average in the numerator factorizes into ⟨w²⟩ Var(A):

Var(Â) = (Var(A)/N) ⟨w²⟩/⟨w⟩².

A set of N_eff independent frames drawn directly from the reference ensemble would give Var(A)/N_eff. Equating the two defines the effective fraction, known as the Kish fraction:

f = N_eff/N = ⟨w⟩²/⟨w²⟩.

Now write D = μ + σz, with z a standard normal variable, and s = σ/kT. For any number t,

⟨exp(tD/kT)⟩ = exp(tμ/kT) ∫ exp(tsz − z²/2) dz/√(2π).

Completing the square,

tsz − z²/2 = −(z − ts)²/2 + t²s²/2.

The remaining Gaussian integral is 1, hence

⟨exp(tD/kT)⟩ = exp(tμ/kT + t²s²/2).

With t = 1 this is ⟨w⟩ and with t = 2 it is ⟨w²⟩:

⟨w⟩² = exp(2μ/kT + s²),  ⟨w²⟩ = exp(2μ/kT + 2s²).

The mean μ drops out of the ratio, and

f = exp(−s²) = exp[−(σ/kT)²].

At 300 K, kT = 25.852 meV. Therefore

s = 50/25.852 = 1.9341,  s² = 3.7407,  f = exp(−3.7407) = 0.0237.

About 2.4 % of the sample is left: one effective frame for every 42 stored ones, or N_eff = 20000 × 0.02374 ≈ 475.

The limits are as they should be. For σ ≪ kT, f ≈ 1 − s² and reweighting costs little. For σ well above kT the loss is faster than exponential in σ. Half of the sample survives when exp(−s²) = 1/2, that is, for σ = kT √(ln 2) = 21.5 meV.

*Does it matter in which ensemble σ is measured?* The density of D in the reference ensemble is proportional to exp(D/kT) times its density in the learned one. By the square completed above with t = 1, this is again a Gaussian of width σ, with its centre moved from z = 0 to z = s:

⟨D⟩_R − ⟨D⟩ = sσ = σ²/kT = 96.7 meV.

The width is the same in both ensembles, so either may supply σ, provided D is exactly Gaussian. A nearly Gaussian look is not enough: if the reference is 16 % softer in each of the 285 vibrational modes of the cell, D has σ = 50 meV and skewness only 0.17 in the learned ensemble, but σ = 60 meV in the reference ensemble, and f = 0.0044.

A model in which all this holds exactly is a pair of harmonic wells with equal stiffness κ and minima a distance b apart:

U_L = κ(x − b)²/2,  U_R = κx²/2,  D = −κbx + κb²/2.

D is linear in x, and x is Gaussian with variance kT/κ in both ensembles. Hence

σ² = κ²b² · kT/κ = κb² kT.

In the learned ensemble ⟨x⟩ = b, so ⟨D⟩ = −κb²/2. In the reference ensemble ⟨x⟩ = 0, so ⟨D⟩_R = +κb²/2. The difference κb² equals σ²/kT, as required. For κ = 5 eV/Å², σ = 50 meV needs b = 0.139 Å. Numerical integration over the Boltzmann factors of these two wells gives means of −48.35 and +48.35 meV and f = 0.02374, in agreement with the formula.

*(c) Which frames carry the result*

The integrand of ⟨w⟩ is a Gaussian centred at z = s. Half of the expected sum of weights therefore comes from frames with D more than s = 1.93 standard deviations above its mean. These are 2.66 % of all frames.

The integrand of ⟨w²⟩, which controls the variance, is centred at z = 2s = 3.87. Half of the expected sum of squared weights comes from 0.0055 % of the frames. In a trajectory of 20000 frames the expected number of them is 1.1, and many trajectories contain none.

This matters when f is estimated from the trajectory's own weights as

f_K = (Σ w_i)² / (N Σ w_i²).

If the rare large weights are missing, Σ w_i² comes out too small and f_K too large. A set that happens to contain a very large weight errs the other way: about a fifth of the sets of 20000 frames give f_K below f. Synthetic sets of independent Gaussian D with the same s show the size of the effect:

N = 100: mean f_K = 0.124, scatter 0.061
N = 1000: mean f_K = 0.061, scatter 0.028
N = 20000: mean f_K = 0.035, scatter 0.011

The scatter is the standard deviation between sets of the same length. A hundred frames suggest on average that 12 % of the sample survives, five times the asymptotic value. Even at 20000 frames the mean is still more than 40 % above it.

The leading-order variance of part (b) is itself not fully reached at this length. For A independent of D one can do better: hold the weights fixed and average over A first. Then Var(Â) = Var(A) ⟨Σ w_i²/(Σ w_i)²⟩ = (Var(A)/N) ⟨1/f_K⟩ for any N, so the true fraction is 1/⟨1/f_K⟩. This average is itself dominated by rare sets, so a few hundred synthetic sets fix it only roughly. It can be computed exactly: with 1/S² = ∫₀^∞ t exp(−tS) dt and independent frames,

⟨1/f_K⟩ = N² ∫₀^∞ t ⟨w² exp(−tw)⟩ ⟨exp(−tw)⟩^(N−1) dt.

For N = 20000 numerical integration gives a true fraction of 0.026. The equivalent number of frames is thus about 520 rather than 475 for such an observable, and the asymptotic law is approached as the trajectory grows (0.0238 at N = 10⁶).

If the Gaussian shape can be trusted, a steadier route is to estimate σ and insert it in exp(−s²). The sample variance of n independent Gaussian values has relative standard error √(2/n), so σ has half of that, 1/√(2n). Fifty reference energies fix σ to about 10 %, but they cannot confirm the shape: their sample skewness scatters by about 0.33, more than the 0.2 that part (d) shows to matter. The formula then amplifies this error, because

d ln f = −2s² dσ/σ,

with 2s² ≈ 7.5. Over the range σ = 45 to 55 meV, f falls from 0.048 to 0.011. Two significant figures in f thus require σ to be known far better than to 10 %.

*(d) Size, temperature and shape*

Cell size. The σ in the formula belongs to the whole cell. Divided by 96 it is 0.52 meV per atom, a number that sounds harmless and must not be inserted in its place. If the cell is doubled and the errors of the two halves are independent, the variances add, s² doubles and f is squared:

f → (0.02374)² = 5.6×10⁻⁴.

The asymptotic law would leave about 11 of 20000 frames, but at this width it is far from reached: for an observable independent of D the exact finite-N formula of part (c) gives about 46. When the errors of different regions are independent and of fixed size, s² is proportional to the number of atoms, and f falls exponentially with it.

Temperature. A memory capacitor may have to work at 85 °C, or 358 K. If σ stayed at 50 meV, the larger kT would raise f to 0.072. In the harmonic model, however, σ² = κb² kT grows with T, and s² = κb²/kT falls as 1/T rather than 1/T². Then s² = 3.7407 × 300/358.15 = 3.133 and f = 0.044. These are not the only cases. If the error lies in the stiffness of the vibrations rather than in the position of the minimum, D = (κ_L − κ_R)x²/2 per mode with ⟨x²⟩ ∝ kT; then σ is proportional to T, the distribution of D/kT does not change, and heating gains nothing. How a given potential behaves must be settled by measuring σ at the higher temperature.

Shape. For a general distribution define K(t) = ln⟨exp(tD/kT)⟩. The definition of f gives at once

ln f = 2K(1) − K(2).

To see what a small skewness γ does, let D follow a shifted gamma distribution with the same σ:

D/kT = μ/kT + s(g − m)/√m,  m = 4/γ²,

where g is a gamma variable of shape m and unit scale. It has mean m, variance m and skewness 2/√m = γ for γ > 0. Its exponential average is ⟨exp(qg)⟩ = (1 − q)^(−m) for q < 1. With q = ts/√m = tsγ/2,

K(t) = tμ/kT − ts√m − m ln(1 − tsγ/2).

The terms linear in t cancel in 2K(1) − K(2), which leaves

ln f = m [ln(1 − sγ) − 2 ln(1 − sγ/2)].

Negative skewness is obtained by reversing the sign of the fluctuation, and the same expression then holds with γ < 0. For γ = +0.2 (m = 100, sγ = 0.387) the fraction drops to 0.0027. For γ = −0.2 it rises to 0.070. In this gamma model a skewness of only 0.2 in magnitude thus changes f by a factor of about nine one way and three the other. The factors depend on the shape of the tail and not on the skewness alone: a skew-normal distribution with the same σ and skewness gives about five and 2.2. In this model ⟨w²⟩ diverges when sγ reaches 1, that is at γ = 0.52, and the asymptotic f is then zero. All these are values for N → ∞. For 20000 frames and an observable independent of D, the finite-N formula of part (c) gives 0.0069 at γ = +0.2 (about four times below the Gaussian 0.026) and 0.070 at γ = −0.2, and about 20 effective frames remain at γ = 0.52. The dangerous tail is the one at large D: configurations that the learned potential penalizes too strongly and hardly visits. In this example a skewness of 0.2, of either sign, changes f by a larger factor than a 10 % error in σ does.

*The model beside real hafnia*

The 50 meV is a round model value, not the error of a particular potential. It corresponds to 0.52 meV per atom. Twice this σ in the same cell, 100 meV or just over 1 meV per atom, would quadruple s² and reduce the fraction to f⁴ ≈ 3×10⁻⁷, a law that 20000 frames are far from reaching: the finite-N formula of part (c) leaves about 8 effective frames, even for an observable independent of D. A quoted error is not the σ needed here, though: it may contain a constant offset, which cancels, it depends on the cell it was measured in (for independent errors σ per atom falls as the inverse square root of the number of atoms), and it may refer to structures that the 300 K trajectory never visits.

Ferroelectric films in capacitors are roughly 10 nm thick, polycrystalline, often alloyed with zirconium, and contain oxygen vacancies and interfaces. One assumption they clearly break is the small cell. A region of only ten such supercells with independent errors already has s² = 37 and f below 10⁻¹⁶, so direct reweighting is a tool for supercells and not for a device.

Two further conditions hold even for the supercell. The fraction describes overlap within the region that the trajectory has visited; if the learned dynamics stays in one polarization state, no weight can supply the other. And the reweighted averages are those of classical nuclei on the reference surface, with whatever errors the reference method itself has.

**Variation 1: an observable that feels the error**

*Let A be jointly Gaussian with D, with correlation coefficient ρ = 0.5. The polarization of the cell could be such an observable. What is the effective fraction for A?*

Write A = a₀ + σ_A [ρz + √(1 − ρ²) y], with y a standard normal variable independent of z. Weighting by w moves the mean of z to s and leaves its variance at 1. The reference mean is therefore

a = a₀ + ρsσ_A,

and the variance of A is still σ_A². Weighting by w² moves the mean of z to 2s, so under that weight A − a has mean 2ρsσ_A − ρsσ_A = ρsσ_A and variance σ_A². The mean square is the sum of the variance and the squared mean:

⟨w²(A − a)²⟩ = ⟨w²⟩ σ_A² (1 + ρ²s²).

Inserted in the general variance of part (b), this gives

f_A = exp(−s²) / (1 + ρ²s²).

Here 1 + 0.25 × 3.7407 = 1.935 and f_A = 0.02374/1.935 = 0.0123. The correlation halves the effective sample, to about 250 frames in the asymptotic law. The loss does not depend on the sign of ρ. For ρ = 0 the earlier result returns; for ρ = ±1 the extra factor reaches 1 + s² = 4.7. One trajectory therefore has different effective sizes for different observables.

**Variation 2: frames correlated in time**

*The frames are 1 ps apart. The autocorrelation of D decays exponentially with a time of 0.5 ps, that of A with 5 ps, and A is independent of D. What fraction of the frames is effective? Is it the product of the loss from correlation and the loss from reweighting?*

Let r_n and c_n be the autocorrelations of D and A at a separation of n frames, and let D at two times be jointly Gaussian. The variance of Σ w_i(A_i − a) now contains cross terms, each with the factor ⟨w_i w_j⟩. The sum D_i + D_j has mean 2μ and variance 2σ²(1 + r_n), so

⟨w_i w_j⟩ = exp[2μ/kT + s²(1 + r_n)],  ⟨w_i w_j⟩/⟨w⟩² = exp(s² r_n).

For a trajectory much longer than both correlation times, each frame has two neighbours at every separation n, and

Var(Â) = (Var(A)/N) [exp(s²) + 2 Σ_{n≥1} c_n exp(s² r_n)].

The effective fraction is the inverse of the bracket. With r_n = exp(−n/0.5) and c_n = exp(−n/5) it is 0.0191, or about 380 frames in the asymptotic law.

Without weights (s = 0) the bracket is 1 + 2Σc_n and the fraction is 0.0997. The product of the separate fractions would be 0.0024, eight times too small. The reason can be read from the bracket. D forgets its value quickly, so exp(s² r_n) is close to 1 for most n, and the two costs nearly add instead of multiplying:

42.13 + (1/0.0997 − 1) = 42.13 + 9.03 = 51.16,

whose inverse, 0.0195, is close to the full result. The product rule returns in the opposite limit, where r_n stays near 1 for as long as c_n is appreciable. For an observable that is itself correlated over many frames, a slowly varying error is therefore much more harmful than a fast one of the same σ.

The formula was tested by direct simulation at a smaller width, s = 0.8, with r_n = 0.6ⁿ and c_n = 0.8ⁿ. The simulated fraction was 0.0905 and the formula gives 0.0888, a difference of 2 %. At s = 1.93 the rare large weights found in part (c) make such a simulation converge much more slowly.

Numbers as computed

```
Temperature: 300 K
kT: 25.852 meV
sigma, whole cell: 50.0 meV
s = sigma/kT: 1.9341
s^2: 3.7407
Effective fraction f: 0.02374 = 2.37 %
1/f: 42.13 frames per effective frame
f from two harmonic potentials: 0.02374
Harmonic test stiffness: 5.0 eV/angstrom^2
Harmonic test shift of minimum: 0.1391 angstrom
Mean of D, learned ensemble: -48.35 meV
Mean of D, reference ensemble: 48.35 meV
Shift sigma^2/kT: 96.70 meV
Atoms in cell: 96
sigma per atom: 0.521 meV/atom
Stored frames: 20000
Effective frames, asymptotic: 475
sigma for f = 0.5: 21.52 meV
same, per atom: 0.224 meV/atom
f, doubled cell, independent halves: 5.63e-04
Frames carrying half of sum w: 2.66 %
Frames carrying half of sum w^2: 0.0055 %
Expected number of the latter: 1.10
Reported f, 100 frames: 0.1237, scatter 0.0613
Reported f, 1000 frames: 0.0613, scatter 0.0278
Reported f, 20000 frames: 0.0346, scatter 0.0112
Variance-based f at 20000 frames: 0.0287
f at sigma 45 meV: 0.0483
f at sigma 55 meV: 0.0108
f at skewness +0.2: 0.0027
f at skewness -0.2: 0.0698
f for observable with rho = 0.5: 0.0123
Frame spacing: 1.0 ps
Correlation time of D: 0.5 ps
Correlation time of observable: 5.0 ps
Fraction, time correlation only: 0.0997
Fraction, correlation and weights: 0.0191
Product of separate fractions: 0.0024
Simulation test, s 0.8, r 0.6, c 0.8:
  fraction measured 0.0905, formula 0.0888
Temperature of use: 358.15 K
f there, sigma fixed: 0.0725
f there, sigma^2 proportional to T: 0.0436
```
